Thermal Doppler width of 1 keV helium backscattered from copper

A helium atom that strikes a surface copper atom at 1 keV and comes straight back has an energy that depends on the mass it hit. If the copper is treated as motionless, a single elastic collision gives one sharp energy for each target mass. Any observed width must then be assigned to the analyser, the beam or electronic losses, and a better analyser should separate the two copper isotopes. At room temperature the first conclusion is wrong, and at 1 keV even a perfect analyser shows no separate isotope peaks. It is tempting to dismiss thermal motion because kT is 0.026 eV at 300 K, but the width it causes is more than a hundred times larger.

**A wall in motion**

Copper is much heavier than helium, so let the copper atom first be a wall. Let V be its velocity component along the incoming beam, positive when it recedes. A ball of speed v₀ approaches the wall with relative speed v₀ − V and leaves it with the same relative speed. In the laboratory its backward speed is therefore

v₁ ≈ (v₀ − V) − V = v₀ − 2V.

With m the helium mass and E₀ = mv₀²/2, the energy change to first order in V is

δE ≈ −2mv₀V = −4E₀V/v₀.

Here v₀ = 219571 m/s, and the root-mean-square (rms) value of V at 300 K is 198.1 m/s. Their ratio is 9.0 × 10⁻⁴, so the rms energy change is

4 × 1000 eV × 9.0 × 10⁻⁴ ≈ 3.6 eV.

The thermal velocity is small, but it enters multiplied by the large momentum of the helium. That cross term is why kT alone is the wrong scale. The wall estimate omits the recoil of the copper, which the next section restores.

**The collision with recoil**

Let M be the copper mass and V′ its axial velocity after the collision. The assumptions are one elastic collision, helium detected at 180 degrees, and a copper atom that is free during the encounter. The sideways velocity of the copper does not matter at this angle. The helium has no sideways momentum before or after, so that of the copper is unchanged and its kinetic energy cancels from the energy balance.

With v₁ the positive backward speed, momentum conservation reads

mv₀ + MV = −mv₁ + MV′,

or m(v₀ + v₁) = M(V′ − V). Energy conservation reads

m(v₀² − v₁²) = M(V′² − V²).

Dividing the second relation by the first gives v₀ − v₁ = V′ + V, hence V′ = v₀ − v₁ − V. Inserting this in the momentum equation,

mv₀ + MV = −mv₁ + Mv₀ − Mv₁ − MV,

and collecting v₁ on the left,

v₁ = [(M − m)v₀ − 2MV]/(M + m).

The detected energy E₁ = mv₁²/2 follows by squaring:

E₁ = KE₀ − [2mM(M − m)/(M + m)²] v₀V + [2mM²/(M + m)²] V²,

K = [(M − m)/(M + m)]².

The kinematic factor K is the fraction of energy kept when the target is at rest. The minus sign in the linear term means that an approaching copper atom, with V < 0, returns the helium with more energy.

In classical equilibrium the probability of a momentum P and position R is proportional to exp{−[P²/2M + U(R)]/kT}. The potential energy U depends on position alone, so the exponential factorises. Each velocity component is then Gaussian with

⟨V⟩ = 0,  ⟨V²⟩ = kT/M ≡ σ_V²,

however stiffly the atom is bound. The linear term therefore makes E₁ Gaussian, with standard deviation

σ_E = [2mM(M − m)/(M + m)²] v₀ √(kT/M).

Since mv₀ = √(2mE₀), this is

σ_E = [2(M − m)/(M + m)²] √(2mM E₀kT).

A shorter form shows what controls the width. From the definition of K,

1 − K = [(M + m)² − (M − m)²]/(M + m)² = 4mM/(M + m)².

Squaring σ_E gives 8mM(M − m)²E₀kT/(M + m)⁴, which is 2K(1 − K)E₀kT. Thus

σ_E = √[2K(1 − K)E₀kT].

The width is set by the geometric mean of the beam energy and the thermal energy. The product K(1 − K) is largest at K = 1/2, where σ_E = √(E₀kT/2). For 1 keV and 300 K this is 3.6 eV, so in this model no choice of heavier target gives a larger thermal standard deviation.

**The number for copper**

With m = 4.0026 u and M = 63.546 u, the kinematic factor is

K = (59.543/67.549)² = 0.7770,

and the mean energy is 777.0 eV. With kT = 0.02585 eV,

σ_E = √(2 × 0.7770 × 0.2230 × 1000 × 0.02585) eV = 2.99 eV.

A Gaussian falls to half its maximum at a distance √(2 ln 2) σ_E from its centre. The full width at half maximum (FWHM) is therefore

2√(2 ln 2) σ_E = 2.355 × 2.993 eV = 7.05 eV.

The standard deviation is thus about 3 eV and the full width about 7 eV.

The wall estimate exceeded the recoil result by the factor (M + m)²/[M(M − m)] = 1.21. Recoil lowers both the momentum transfer and the outgoing speed, and the linear term contains their product.

Two calculations test this result by other routes. Newton's equations were integrated for a head-on collision in the screened Coulomb potential of Ziegler, Biersack and Littmark. Copper at rest gave 777.02 eV. Copper approaching or receding at its rms axial speed gave 780.02 and 774.03 eV, and half their difference is 3.0 eV. Separately, a random thermal sample of all three copper velocity components, with the conservation laws solved for each, gave a standard deviation of 2.991 eV.

**How near is near 180 degrees?**

Let n be the unit vector towards the detector, at laboratory scattering angle θ. The momentum given to the copper is the vector Q = m(**v₀** − v₁n). The kinetic energy of the copper changes by

|MV + Q|²/2M − MV²/2 = Q·V + Q²/2M,

where V in this section is the full velocity vector. Energy conservation is then E₀ − E₁ = Q·V + Q²/2M. Expand about V = 0 at fixed n, with dv₁ the change in outgoing speed. Then dQ = −mn dv₁, and

−mv₁ dv₁ = Q·V − (m/M)(Q·n) dv₁.

Write μ = m/M and use Q·n = m(v₀ cos θ − v₁). Collecting dv₁ gives

m dv₁ [(1 + μ)v₁ − μv₀ cos θ] = −Q·V.

The speed v₁ for a target at rest comes from the same energy balance with V = 0:

(1 + μ)v₁² − 2μv₀v₁ cos θ − (1 − μ)v₀² = 0.

Its positive root satisfies

(1 + μ)v₁ = μv₀ cos θ + v₀√(1 − μ² sin² θ).

The bracket is therefore v₀√(1 − μ² sin² θ). Since dE₁ = mv₁ dv₁,

dE₁ = −(v₁/v₀) Q·V/√(1 − μ² sin² θ).

At 180 degrees v₁/v₀ = √K and |Q| = 2mv₀/(1 + μ), which restores the earlier linear term. At 175 degrees the thermal standard deviation is still 2.99 eV, while the mean energy is 0.37 eV higher. A detector accepting the last five degrees adds little to the thermal width.

**What the linear formula leaves out**

The quadratic term has the mean value 2mM kT/(M + m)² = 0.003 eV. There is also a bias in which copper atoms are hit. The collision rate is proportional to the relative speed g = v₀ − V. Suppose the cross-section in the centre-of-mass frame falls as the relative energy to the power −s, that is, as g⁻²ˢ. A small detector at 180 degrees also accepts a centre-of-mass solid angle that depends on V. The outgoing helium speed in that frame is u = Mg/(M + m). Equating the small sideways velocity in the two frames gives a solid-angle factor (v₁/u)².

To first order the combined weight is 1 − cV/v₀. The rate and cross-section contribute 1 − 2s to c. The solid-angle factor contributes 2[2M/(M − m) − 1], because v₁ is proportional to 1 − 2MV/[(M − m)v₀] and u to 1 − V/v₀. Hence

c = 1 − 2s + 2[2M/(M − m) − 1].

The linear energy change is −σ_E V/σ_V, so the weight shifts its mean by cσ_Eσ_V/v₀. Together with the quadratic term, the calculated shift is 0.012 eV for s = 0 and 0.001 eV for s = 2. Both are negligible here.

The expansion needs 2M|V| ≪ (M − m)v₀. It fails as M approaches m, because the helium then nearly stops. At M = m the full formula gives a backward speed −V. Only approaching targets return the helium, and its energy is mV²/2, of order kT.

**A bound atom that obeys quantum mechanics**

In the screened potential used above, the distance of closest approach is 0.0237 nm; standard Molière and Kr–C potentials and a Hartree–Fock He–Cu⁺ curve change it by up to about 4 percent, and a Molière potential with its screening length reduced by 15 to 25 percent lowers it by 8 to 13 percent. Twice this distance divided by v₀ gives a characteristic collision time of 0.22 fs. For a rough bulk Debye temperature θ_D of 340 K, the shortest vibration period in the Debye model is 141 fs. The atom has little time to feel its neighbours. Attaching the initially resting copper atom to a spring of that frequency changed the trajectory energy by 0.006 eV.

Quantum motion before the collision matters more. A harmonic oscillator of frequency ν has mean energy (hν/2) coth(hν/2kT), half of it kinetic. In the impulse picture, where the ion samples the momentum present at the moment of impact, T is replaced by an effective temperature:

kT_eff = ∫₀^ν_D (3ν²/ν_D³)(hν/2) coth(hν/2kT) dν,

with hν_D = kθ_D. For small y, y coth y ≈ 1 + y²/3. Here y = hν/2kT, and the Debye average of ν² is 3ν_D²/5, so

T_eff ≈ T[1 + θ_D²/(20T²)].

The full integral gives 319 K and σ_E = 3.09 eV. For a softened surface with a rough Debye temperature of 240 K, the values are 310 K and 3.04 eV. The quantum correction thus raises the width by 1.6 to 3.1 percent relative to the classical result.

**Comparison with other sources of width**

Natural copper contains isotopes of mass 62.930 and 64.928 u, with fractions 0.6915 and 0.3085. Their mean backscattered energies are 775.1 and 781.2 eV, a separation Δ = 6.12 eV. For two lines with fractions f and 1 − f, placed at 0 and Δ, the mean is (1 − f)Δ. The variance is

(1 − f)Δ² − (1 − f)²Δ² = f(1 − f)Δ².

This gives an isotope standard deviation of 2.8 eV, nearly as large as the thermal one. Adding the variances gives 4.1 eV, if both isotopes scatter with equal probability. The calculated profile has one maximum: at 300 K and 1 keV, thermal motion alone merges the isotope lines, leaving the heavier isotope only as a shoulder on the high-energy side. A second maximum appears between 1.5 and 1.8 keV.

Raising the beam energy changes this balance, because Δ grows as E₀ while σ_E grows as √E₀. At 4 keV and the same temperature, Δ is 24.5 eV and σ_E is 6.0 eV, a ratio of 4.1. Halfway between the lines, each Gaussian has fallen to exp(−4.1²/8) ≈ 0.12 of its own peak. With nearly equal widths, the sum there is 0.12 on a scale where the peaks are about 0.69 and 0.31. Two peaks then remain if thermal motion is the sole broadening.

Electronic excitation can be larger. A loss q in the collision adds q to the right side of the energy balance, beside Q·V. The same algebra therefore lowers E₁ by √K q at 180 degrees. To size q, take the Lindhard–Scharff stopping cross-section in atomic units, with Z₁ = 2, Z₂ = 29 and D = Z₁^(2/3) + Z₂^(2/3):

S = 8π Z₁^(7/6) Z₂ v₀/D^(3/2).

The Oen–Robinson model distributes this loss over impact parameters. For closest approach R₀ it gives

q = [0.3²/(2πa²)] S exp(−0.3R₀/a),  a = 0.8853/√D.

Both are approximate models adopted here, not consequences of the collision mechanics. They give q ≈ 15 eV and a drop of about 13 eV in the detected energy.

A fixed loss would move the line without widening it. If instead the loss arrives as a Poisson-distributed number of quanta w, the mean number is q/w, and so is its variance. The variance of the loss is w²(q/w) = wq. For an assumed w of 5 eV, the detected standard deviation is √K √(wq) ≈ 8 eV. This is an order-of-magnitude estimate that depends on the assumed w, but it suggests that the thermal width need not dominate.

**The real measurement**

These parameters belong to low-energy ion scattering, which uses noble-gas ions of roughly one to several keV to find the composition of a surface. One assumption that can fail is that of a single elastic collision in the outermost layer. For a rough lattice constant of 0.361 nm, the (111) layers are 0.208 nm apart. The estimated electronic stopping is 29 eV/nm at the beam energy. An ion that crosses one spacing at normal incidence, scatters and returns loses energy twice. The inward loss is reduced by K in the collision, and the outward stopping is smaller by √K because it is proportional to speed. The extra loss is

29.1 × 0.208 × (0.777 + 0.881) eV ≈ 10 eV.

This figure uses the stopping averaged over all impact parameters, 6.1 eV per layer. An ion aimed head-on at a second-layer atom passes through a hollow site of the top layer, 0.147 nm from its three nearest atoms. Summing the Oen–Robinson loss over the top-layer atoms for that path gives 3.4 eV, and the extra loss becomes 3.4 × (0.777 + 0.881) eV ≈ 5.6 eV, less than the thermal FWHM. Second-layer scattering thus adds a low-energy shoulder displaced by roughly 5 to 10 eV in these models. The stopping formula also ignores the band structure of copper. The d electrons lie below the Fermi level and respond weakly to slow ions, so the true loss may be considerably smaller and the shoulder may merge with the main line. Helium ions that go deeper are also often neutralised, which weakens the shoulder in an analyser that accepts only ions. The analyser matters too: a resolution of 1 percent, taken as an illustration, is 7.8 eV at this energy. Beam energy spread, multiple collisions and surface charge effects are not included. The 3 eV standard deviation is the thermal part of the line, not a prediction of its measured width. The numerical output lists the main quantities used here.

Computed results

```
Helium mass: 4.0026 u
Mean copper mass: 63.546 u
Beam energy E0: 1000 eV
Temperature T: 300 K
Thermal energy kT: 0.02585 eV
Helium speed v0: 219571 m/s
Copper rms axial speed: 198.1 m/s
Kinematic factor K: 0.7770
Mean backscattered energy K E0: 777.0 eV
Thermal standard deviation sigma_E: 2.993 eV
Thermal FWHM: 7.05 eV
Sampled standard deviation: 2.991 eV
Trajectory energy, copper at rest: 777.02 eV
Trajectory energy, approaching at rms speed: 780.02 eV
Trajectory energy, receding at rms speed: 774.03 eV
Mean quadratic Doppler shift: 0.0029 eV
Mean shift with weighting, s=0: 0.0117 eV
Mean shift with weighting, s=2: 0.0009 eV
Energy change from 180 to 175 degrees: 0.373 eV
Thermal standard deviation at 175 degrees: 2.991 eV
Distance of closest approach: 0.0237 nm
Collision time 2 R0/v0: 0.216 fs
Debye vibration period: 141 fs
Energy shift from harmonic binding: 6.11e-03 eV
Rough bulk Debye temperature: 340 K
Effective temperature, bulk: 319.0 K
Thermal standard deviation, bulk quantum: 3.086 eV
Rough surface Debye temperature: 240 K
Effective temperature, surface: 309.5 K
Thermal standard deviation, surface quantum: 3.040 eV
Light isotope mass: 62.930 u
Heavy isotope mass: 64.928 u
Light isotope fraction: 0.6915
Light isotope mean energy: 775.10 eV
Heavy isotope mean energy: 781.22 eV
Isotope line separation: 6.12 eV
Isotope standard deviation: 2.82 eV
Thermal plus isotope standard deviation: 4.12 eV
Peaks in thermal plus isotope profile: 1
Rough electronic loss in collision: 14.9 eV
Resulting drop in detected energy: 13.1 eV
Assumed electronic quantum: 5.0 eV
Rough electronic standard deviation: 7.6 eV
Rough lattice constant: 0.361 nm
(111) layer spacing: 0.208 nm
Rough electronic stopping at E0: 29.1 eV/nm
Rough second-layer extra energy loss: 10.0 eV
```
